# Confinement energy of a hard-wall InAs film in the two-band model

## Problem

An InAs film of thickness $L=5$ nm serves as a transistor channel. Its band gap is $G=0.354$ eV and the electron mass at the conduction-band edge is $m=0.023$ free-electron masses. Energies $E$ are measured from the conduction edge, the in-plane wavevector is zero, and $z$ runs across the film. Algebra is in atomic units ($\hbar=m_0=e=1$).

In the symmetric two-band model a conduction envelope $f(z)$ and a valence envelope $g(z)$, both real, obey

$$-P\,g'=E f,\qquad P\,f'=(E+G)\,g, \tag{1}$$

where $P$ is a real interband coupling. The film has hard walls in the following sense: $f$ vanishes at both faces.

(a) Find the lowest level $E_p$ of a parabolic band of mass $m$ between hard walls.

(b) Fix $P$ from the edge mass, and find the lowest electron level $E$ of equations (1).

(c) By what factor does the two-band dispersion change the confinement energy? For which thickness is the factor one half? Can the change be obtained as a small correction to $E_p$?

(d) Estimate the effect of the split-off band, of the free-electron kinetic term and of a change of gap with temperature.

(e) Replace the hard walls by an oxide with finite band offsets. Which barriers correspond to the wall condition $f=0$, and does the answer to (c) survive?

## Solution

### (a) Parabolic band

The equation $-f''/(2m)=E_p f$ with $f(0)=f(L)=0$ has the solutions $f=\sin(n\pi z/L)$, $n=1,2,\dots$ The lowest has $k=\pi/L$, so

$$E_p=\frac{k^2}{2m}=\frac{\pi^2}{2mL^2}. \tag{2}$$

Here $k=\pi/(5\ \text{nm})=0.6283$ nm$^{-1}$. The factor $1/2$ in atomic units is $\hbar^2/(2m_0)=0.0381$ eV nm$^2$ in engineering units. Therefore

$$E_p=\frac{0.0381\times 0.6283^2}{0.023}\ \text{eV}=0.654\ \text{eV}.$$

This energy is nearly twice the gap. A parabola describes a band near its edge, on an energy scale small compared with the gap, so it is being used here outside its range.

### (b) Two-band level

**Bulk dispersion.** Equations (1) come from the matrix with band edges $0$ and $-G$ on the diagonal and $Pk$ off the diagonal, after $k\to -i\,d/dz$ and with the valence component written as $-ig$. The eigenvalue condition of that matrix is

$$E(E+G)=P^2k^2. \tag{3}$$

Measured from midgap, $\varepsilon=E+G/2$, this reads $\varepsilon^2=G^2/4+P^2k^2$. The two bands are mirror images, which is the meaning of "symmetric".

**Coupling.** Near the conduction edge $E\ll G$, and (3) becomes $E\simeq P^2k^2/G$. Setting this equal to $k^2/(2m)$ gives

$$P^2=\frac{G}{2m}. \tag{4}$$

Numerically $P=\sqrt{0.354\times0.0381/0.023}=0.766$ eV nm. Dividing (3) by $G$ and using (4),

$$E\left(1+\frac EG\right)=\frac{k^2}{2m}. \tag{5}$$

**Wall condition.** Equations (1) are of first order in each envelope. If $f$ and $g$ both vanished at one point, the uniqueness theorem for linear first-order systems would make them vanish everywhere. A wall can therefore impose one condition at each face, not two. The condition $f=0$ is admissible: the probability current is proportional to a product of the conduction and valence components, and it vanishes where $f$ does. It is not the sole admissible choice, a point taken up in (e).

**Quantization.** For an electron level $E>0$, the second of equations (1) gives $g=Pf'/(E+G)$. Inserting this in the first,

$$-P^2 f''=E(E+G)\,f. \tag{6}$$

The right-hand coefficient is positive, so $f$ is sinusoidal, and $f(0)=f(L)=0$ requires $f=\sin(n\pi z/L)$. By (3) the positive energy increases with $k$, so the lowest level again has $k=\pi/L$. The valence envelope is

$$g=\frac{Pk}{E+G}\cos kz,$$

which is largest in magnitude at the faces.

**Energy.** With $k=\pi/L$ the right side of (5) equals $E_p$. Multiplying by $G$ gives $E^2+GE-GE_p=0$. The product of the roots is $-GE_p<0$, so one root is positive:

$$E=\frac G2\left[\sqrt{1+\frac{4E_p}{G}}-1\right]. \tag{7}$$

For the film $4E_p/G=7.389$, and

$$E=0.177\times(\sqrt{8.389}-1)\ \text{eV}=0.177\times1.896\ \text{eV}=0.336\ \text{eV}.$$

Diagonalizing equations (1) directly on a grid of 50 steps per nm, with $f=0$ at the faces, also gives 0.336 eV. Doubling the density from 25 to 50 steps per nm moves the level by about 0.00001 eV.

The state is far from a pure conduction state. Since $\sin^2$ and $\cos^2$ have equal averages over the film, the ratio of valence to conduction weight is $P^2k^2/(E+G)^2=E/(E+G)$, by (3). The valence share of the total is then $E/(2E+G)=0.336/1.026$, about one third.

### (c) The factor, and why it is near one half

Dividing $E(1+E/G)=E_p$ by $E_p(1+E/G)$ gives

$$\frac{E}{E_p}=\frac{1}{1+E/G}. \tag{8}$$

For the film this is $0.336/0.654=0.51$: the two-band dispersion lowers the confinement energy by 0.318 eV, roughly halving it. Gap, edge mass, thickness and wall condition are the same in both calculations.

Equation (8) can be read as a change of mass. The parabolic formula (2) returns the two-band level if $m$ is replaced by $m(1+E/G)=0.0448$, nearly twice the edge mass. This is not the mass that relates wavevector to velocity. Differentiating (5) gives $(1+2E/G)\,dE/dk=k/m$, so that mass is $m(1+2E/G)$, about 0.067 at the level.

The ratio in (8) is one half when $E=G$, and then $E_p=E(1+E/G)=2G=0.708$ eV. The actual $E_p$ of 0.654 eV lies slightly below this. Since $E_p\propto L^{-2}$ at fixed gap and mass, the thickness for a factor of one half is

$$L_{1/2}=5\ \text{nm}\times\sqrt{\frac{0.654}{0.708}}=4.81\ \text{nm}.$$

The halving thus belongs to this thickness range and is not a general property of the two-band model. The two limits show this:

- Thick film, $E_p\ll G$: expanding the root in (7) gives $E\simeq E_p-E_p^2/G$. The ratio tends to one and the parabola is recovered.
- Thin film, $E_p\gg G$: equation (7) gives $E\simeq\sqrt{GE_p}=P\pi/L$. The level grows as $1/L$ instead of $1/L^2$, and the ratio falls as $\sqrt{G/E_p}$. This is a limit of the model; at large $k$ bands outside it become important.

The thick-film expansion cannot be used for the 5 nm film. Its first two terms give $0.654-0.654^2/0.354=-0.554$ eV, a level below the band edge. Adding terms does not help: the series of $\sqrt{1+x}$ diverges for $x>1$, and here $x=4E_p/G=7.4$. The closed root (7) has to be kept.

### (d) Corrections within the hard-wall film

Each correction below keeps $f=0$ at the faces. Eliminating the valence envelopes again leaves a second-order equation for $f$ with constant coefficients, so $k=\pi/L$ remains valid.

**Split-off band.** For $k$ along $z$ the conduction state couples to the valence orbital directed along $z$. Spin-orbit interaction divides that orbital between the light-hole band, with weight $2/3$, and the split-off band, with weight $1/3$, which lies lower by $D$. Eliminating both valence amplitudes gives

$$E=P_3^2k^2\left[\frac{2}{3(E+G)}+\frac{1}{3(E+G+D)}\right]. \tag{9}$$

The coupling $P_3$ is refitted to the same edge mass, that is, $P_3^2$ times the bracket at $E=0$ equals $1/(2m)$. With a rough $D=0.39$ eV the level is 0.351 eV, higher by 0.015 eV, and the ratio to $E_p$ becomes 0.54. The level rises because the term with the larger denominator decreases more slowly as $E$ grows, so the effective mass increases less.

**Free-electron term.** Adding $k^2/2$ to the conduction diagonal element changes (3) to $(E-k^2/2)(E+G)=P_f^2k^2$. Keeping the edge mass requires $P_f^2=(G/2)(1/m-1)$. The level becomes 0.341 eV, a rise of 0.005 eV. The same term also belongs on the valence diagonal; with both included, the bulk root at $k=\pi/L$ is 0.345 eV, a rise of 0.010 eV. In real InAs remote bands change the conduction term to $(1+2F)k^2/2$ with $F$ near $-2.9$, which reverses its sign: with $P_f$ refitted to the same edge mass the level falls to 0.313 eV, and the ratio to $E_p$ is 0.48.

**Temperature.** The gap used here is appropriate near room temperature. Cooling widens it by roughly 0.06 eV. With $P$ held fixed, so that by (4) the edge mass grows with the gap, the positive root of (3) falls to 0.317 eV, lower by 0.019 eV.

Taken one at a time, these corrections are at most about 7% of the two-band level. None of them removes the approximate halving: with the parabolic energy taken at the edge mass of each case, the ratio is 0.54 with the split-off band, 0.52 with the free-electron term and, by (8) with the wider gap, $1/(1+0.317/0.414)=0.57$ on cooling.

### (e) Finite oxide walls

**Matching condition.** Let the film occupy $|z|<L/2$. Outside it the conduction edge is at $U$ and the valence edge at $-G-V$, with the same $P$. In the right-hand barrier equations (1) become

$$-P g'=(E-U)f,\qquad P f'=(E+G+V)g.$$

For a decaying solution $f\propto e^{-\kappa z}$ the second equation gives $g=-P\kappa f/(E+G+V)$. Inserting this in the first gives $P^2\kappa^2=(U-E)(E+G+V)$, and therefore

$$\frac gf=-\sqrt{\frac{U-E}{E+G+V}}\quad\text{(barrier)}.$$

In the film the lowest state has $f\propto\cos kz$, and $g=Pf'/(E+G)$ gives $g/f=-[Pk/(E+G)]\tan(kL/2)$ at the face. The band edges jump by finite amounts, so (1) keeps $f'$ and $g'$ finite and both envelopes are continuous. Equating the two ratios, and using $Pk=\sqrt{E(E+G)}$,

$$\tan\frac{kL}{2}=\sqrt{\frac{E+G}{E}}\,\sqrt{\frac{U-E}{E+G+V}}. \tag{10}$$

**Which barrier is the hard wall?** If $U\to\infty$ at fixed $V$, or more generally with $V/U\to0$, the right side diverges and $kL=\pi$. This is the condition $f=0$ used above. If instead $U=V\to\infty$, the second root tends to one and $t\equiv\tan(kL/2)=\sqrt{(E+G)/E}$. Then $1-t^2=-G/E$, and the double-angle formula gives

$$\tan kL=\frac{2t}{1-t^2}=-\frac{2Et}{G}=-\frac{2Pk}{G}.$$

Its lowest solution is $kL=2.08$, with $E=0.187$ eV. Infinitely high walls around the same film thus give 0.336 eV if $V$ stays finite and 0.187 eV if $V=U$. Other fixed ratios $V/U$ give other levels, because the second root in (10) then tends to $\sqrt{U/V}$. The phrase "hard wall" needs the qualification made in the problem.

**Oxide example.** Take round offsets $U=2.5$ eV and $V=3.0$ eV on both sides. The barrier gap is $5.854$ eV, and (4) applied to the barrier gives its edge mass, $m_b=0.023\times5.854/0.354=0.380$. Equation (10) then yields $kL=1.93$ and $E=0.167$ eV.

For a like-for-like comparison, a constant-mass model is given the same $U$, mass $m$ in the film and mass $m_b$ in the oxide. Continuity of $f$ and of $f'$ divided by the mass, which conserves current, gives $(k/m)\tan(kL/2)=\kappa/m_b$ with $\kappa^2=2m_b(U-E)$ and $k^2=2mE$. Hence

$$\tan\frac{kL}{2}=\sqrt{\frac{m}{m_b}\,\frac{U-E}{E}}. \tag{11}$$

The solution is $kL=1.53$ and $E=0.155$ eV. Grid diagonalizations of the two finite-barrier problems agree with these levels to within 0.001 eV.

The halving has disappeared: the two-band level is now 8% above the constant-mass level. The size and sign of this difference depend on the oxide mass given to the constant-mass model. With 0.2 in place of 0.380, equation (11) gives 0.196 eV, and the two-band level lies 15% below it. For the mass $m_b$ used here, two competing factors account for the difference. By (5), the energy is $k^2/(2m)$ divided by $1+E/G$, so

$$\frac{E_{\text{two-band}}}{E_{\text{constant mass}}}=\frac{(1.926/1.528)^2}{1+0.167/0.354}=\frac{1.59}{1.47}=1.08.$$

The denominator is the factor $1+E/G$ that lowers the level in (c); it is smaller here (1.47 instead of 1.95) because $E$ is smaller. The numerator arises because the two-band matching condition holds $f$ closer to zero at the faces. Since $m/m_b=G/(G+U+V)$, the square of the right side of (10) exceeds that of (11), at equal $E$, by the factor

$$\frac{E+G}{G}\times\frac{G+U+V}{E+G+V}.$$

Both fractions exceed one for $0<E<U$. The first is the heavier mass in the film, and the second is the lighter mass in the oxide at an energy inside its gap. Both increase $\tan(kL/2)$, which lowers $f$ at the face relative to its value at the centre, $\cos(kL/2)$, and raises $k$. The lighter oxide mass also makes the decay slower ($\kappa=3.74$ against $4.84$ nm$^{-1}$), but not by enough to offset the smaller $f$ at the face: counting $f$ alone, 2.3% of the weight lies in the oxide, against 2.5% in the constant-mass model. The valence envelope $g$ is not small in the oxide, and with it included the oxide holds 3.4% of the two-band state.

**Relation to real channels.** A thickness of a few nanometres is in the range considered for InAs quantum-well transistors, and the offsets above are rough values for wide-gap gate oxides such as HfO$_2$ or Al$_2$O$_3$. Among the changes to the two-band film sized in (d) and (e), replacing the hard walls by these finite offsets has the largest effect: it moves the level from 0.336 to 0.167 eV. The latter is itself an estimate, since it assumes an abrupt interface and carries the InAs coupling $P$ into the oxide. Strain, band bending by the gate field, image charge and interface chemistry are left out. The factor of 0.51 is therefore a result for the ideal film with $f=0$ at its faces, and it should not be applied as a correction factor to a constant-mass calculation with finite oxide barriers. The main values are listed in the numerical output below.

## Computed results

```
Film thickness: 5.0 nm
Gap: 0.354 eV
Edge mass: 0.023 electron masses
Wavevector pi/L: 0.6283 1/nm
Interband coupling P: 0.7658 eV nm
Parabolic confinement energy: 0.6540 eV
4 Ep/G: 7.3894
Two-band confinement energy: 0.3357 eV
Ratio two-band/parabolic: 0.5133
Lowering: 0.3183 eV
Grid two-band energy, 50 steps per nm: 0.335669 eV
Grid shift, 25 to 50 steps per nm: 8.91 micro-eV
Confinement mass m(1+E/G): 0.0448 electron masses
First-order expansion Ep-Ep^2/G: -0.5541 eV
Twice the gap: 0.708 eV
Thickness for exact halving: 4.805 nm
Split-off splitting, rough input: 0.39 eV
Level with split-off band: 0.3508 eV
Shift from split-off band: 0.0151 eV
Ratio to parabolic with split-off band: 0.5364
Level with free-electron term: 0.3406 eV
Shift from free-electron term: 0.0050 eV
Gap rise on cooling, rough input: 0.06 eV
Level with wider gap: 0.3168 eV
Shift from wider gap: -0.0189 eV
Oxide conduction offset, round input: 2.5 eV
Oxide valence offset, round input: 3.0 eV
Oxide edge mass from same P: 0.380 electron masses
Two-band level, oxide walls: 0.1670 eV
Same from grid: 0.1671 eV
Constant-mass level, oxide walls: 0.1546 eV
Same from grid: 0.1548 eV
Ratio two-band/constant-mass, oxide walls: 1.0802
kL two-band, oxide walls: 1.926 rad
kL constant-mass, oxide walls: 1.528 rad
kL, equal infinite offsets: 2.078 rad
Two-band level, equal infinite offsets: 0.1872 eV
```
